\section*{Why graphene carriers screen the deformation potential but not strain gauge fields}

\section{Two discs under a uniform strain}

Take one Dirac cone of graphene, filled to a chemical potential $\mu=E_F=\hbar vk_F>0$ that a reservoir holds fixed. A uniform scalar potential $U$ and a uniform wave-vector shift $\mathbf a$ turn the upper band into
\begin{equation}
E=U+\hbar v|\mathbf k+\tau\mathbf a| ,
\end{equation}
where $\tau=+1$ in valley $K$ and $-1$ in $K'$. The potential changes the radius of the Fermi disc to $(\mu-U)/\hbar v$. The density per spin and valley is the disc area over $(2\pi)^2$, so to first order
\begin{equation}
\delta n=\frac{(\mu-U)^2-\mu^2}{4\pi(\hbar v)^2}\simeq-\frac{E_F}{2\pi(\hbar v)^2}\,U .
\end{equation}
For $U>0$ both valleys lose electrons. The shift $\mathbf a$ moves the disc without changing its area: the valleys are displaced oppositely, but neither is charged. The absence of screening therefore starts inside each valley. A cancellation between valleys is needed only when the strain moves.

\section{The gauge shift produced by strain}

Let the bonds from an A atom be $\boldsymbol\delta_1=a_{cc}(0,1)$ and $\boldsymbol\delta_{2,3}=a_{cc}(\pm\sqrt3/2,-1/2)$, with $x$ along zigzag. The A--B matrix element is $h=-\sum_jt_je^{i\mathbf k\cdot\boldsymbol\delta_j}$. At $K=(4\pi/3\sqrt3a_{cc},0)$ the phases are $1,w,w^*$ with $w=e^{2\pi i/3}$, and expansion gives $h=\hbar v(k_x-ik_y)$, $\hbar v=3ta_{cc}/2$, with $\mathbf k$ now measured from $K$. A strain $u_{ij}$ changes the hoppings by $\delta t_j=-\beta t\,\hat{\boldsymbol\delta}_j\!\cdot u\cdot\hat{\boldsymbol\delta}_j$, so
\begin{align}
\delta h&=\beta t\Big[u_{yy}-\tfrac34u_{xx}-\tfrac14u_{yy}-\tfrac{\sqrt3}{2}u_{xy}(w-w^*)\Big]\nonumber\\
&=\beta t\Big[\tfrac34(u_{yy}-u_{xx})-\tfrac{3i}{2}u_{xy}\Big]=\hbar v(a_x-ia_y),\\
\mathbf a&=-\frac{\beta}{2a_{cc}}\,(u_{xx}-u_{yy},\,-2u_{xy}).
\end{align}
Reversing the full wave vector complex conjugates the matrix element. With $\mathbf k$ now measured from $K'=-K$, this gives $h=-\hbar v(k_x+ik_y)$ and $\delta h=\hbar v(a_x+ia_y)$. Their sum is $-\hbar v[(k_x-a_x)+i(k_y-a_y)]$, so the shift is reversed. Allowing for an energy difference $2m$ between the sublattices,
\begin{equation}
H_\tau=\hbar v[\tau(k_x+\tau a_x)\sigma_x+(k_y+\tau a_y)\sigma_y]+m\sigma_z+U .
\end{equation}

\section{Static strain at finite wave vector}

Let $U$ and $\mathbf a$ vary as $e^{i\mathbf q\cdot\mathbf r}$, and set $\hbar v=1$ in this section. Write the unperturbed Hamiltonian as $H=\mathbf d\cdot\boldsymbol\sigma$, with $\mathbf d=(\tau k_x,k_y,m)$, $E=\sqrt{k^2+m^2}$, band energies $sE$ and projectors $P_s=\frac12(1+sH/E)$. First-order perturbation theory for a vertex $W$ gives, per spin,
\begin{align}
\delta n=\sum_s\!\int\!\frac{d^2k}{(2\pi)^2}f_s(k)\Big\{&
\mathrm{Tr}\,P_s(\mathbf k)\frac{1}{sE-H(\mathbf k+\mathbf q)}W\nonumber\\
&+\mathrm{Tr}\,\frac{1}{sE-H(\mathbf k-\mathbf q)}P_s(\mathbf k)W\Big\}.
\label{kubo}
\end{align}
Since $H^2=E^2$, the resolvents are
\begin{equation}
\frac1{sE-H(\mathbf k\pm\mathbf q)}=-\frac{sE+H(\mathbf k\pm\mathbf q)}{q^2\pm2\mathbf k\cdot\mathbf q}.
\end{equation}
Their poles cancel in the full sum, so each part may be taken as a principal value.

\subsection{Scalar vertex}

For $W=1$ the trace with the numerator is $s(2E^2+\mathbf k\cdot\mathbf q)/E$. The second term of (\ref{kubo}) equals the first after $\mathbf k\to-\mathbf k$. At $T=0$, $f_+-f_-=-\theta(k-k_F)$, hence
\begin{equation}
\chi=2\!\int_{k>k_F}\!\frac{d^2k}{(2\pi)^2}\left[\frac1{2E}+\frac{2E^2-q^2/2}{E(q^2+2\mathbf k\cdot\mathbf q)}\right].
\end{equation}
The angular average needed is
\begin{equation}
\mathrm P\!\int_0^{2\pi}\!\frac{d\theta}{2\pi}\frac1{q^2+2kq\cos\theta}=
\begin{cases}0,&2k>q\\ \dfrac1{q\sqrt{q^2-4k^2}},&2k<q.\end{cases}
\label{angle}
\end{equation}
The zero follows from $t=\tan(\theta/2)$, which turns the integral into a multiple of $\mathrm P\int_{-\infty}^{\infty}dt/(c^2-t^2)=0$.

For $m=0$ and $q\le2k_F$ the second term thus vanishes, and the first gives $(\Lambda-k_F)/2\pi$ with a cutoff $\Lambda$. The constant $\Lambda/2\pi$ comes from cutting shifted integrals at the same circle. It is removed by requiring that a neutral cone has no linear response to a uniform potential. Restoring units,
\begin{equation}
\chi=-\frac{E_F}{2\pi(\hbar v)^2},\qquad q\le2k_F,
\end{equation}
in both valleys, since $\tau$ has dropped out. This is the disc result again.

\subsection{Gauge vertex}

Now $W=\mathbf w\cdot\boldsymbol\sigma$ with $\mathbf w=(a_x,\tau a_y,0)$. Two products are needed:
\begin{equation}
\mathbf d\cdot\mathbf w=\tau\,\mathbf k\cdot\mathbf a,\qquad
i[\mathbf d(\mathbf k)\times\mathbf d(\mathbf k+\mathbf q)]\cdot\mathbf w=mb,
\end{equation}
with $b=i(q_xa_y-q_ya_x)$ the Fourier component of the curl of $\mathbf a$. In the second product $\tau$ enters twice and disappears. The two traces become
\begin{equation}
-\frac{\tau(2\mathbf k+\mathbf q)\cdot\mathbf a+smb/E}{q^2+2\mathbf k\cdot\mathbf q},\qquad
-\frac{\tau(2\mathbf k-\mathbf q)\cdot\mathbf a+smb/E}{q^2-2\mathbf k\cdot\mathbf q}.
\end{equation}
After $\mathbf k\to-\mathbf k$ in the second, the terms with $\tau$ cancel and the terms with $b$ add:
\begin{equation}
\delta n_\tau=C(q)\,b,\qquad
C=2m\!\int\!\frac{d^2k}{(2\pi)^2}\frac{f_--f_+}{E(q^2+2\mathbf k\cdot\mathbf q)} .
\label{C}
\end{equation}
For $m=0$ the static charge vanishes in each valley, at any $q$ and temperature within the cone model. Direct momentum integration at 300 K gives a gauge-to-scalar charge ratio of order $10^{-17}$, which is rounding error.

With a gap, the valley charges are equal and add. At $T=0$, (\ref{angle}) and $k\,dk=E\,dE$ give
\begin{align}
C&=\frac m{\pi q}\int_{E_0}^{\sqrt{m^2+q^2/4}}\!\frac{dE}{\sqrt{q^2+4m^2-4E^2}}\nonumber\\
&=\frac m{2\pi\hbar vq}\arccos\frac{2E_0}{\sqrt{(\hbar vq)^2+4m^2}},\qquad E_0=\max(|\mu|,m),
\end{align}
with units restored in the last line. If the argument exceeds one, $C=0$. With $\mu$ in the gap and $q\to0$, $C\to1/4\pi$ for $m>0$: strain curl produces a piezoelectric charge. In a doped band at $T=0$ it vanishes for $\hbar vq\le2\sqrt{\mu^2-m^2}$, the diameter of the gapped Fermi circle, because the states with $k<q/2$ that would supply it are blocked.

\subsection{What symmetry says}

Time reversal exchanges the valleys and leaves a static strain and its charge unchanged. It makes the two static charges equal, not opposite. For $m=0$, inversion also exchanges the valleys, and it sends $\mathbf q\to-\mathbf q$ at fixed $\mathbf a$. Rotating an isotropic cone by $\pi$ reverses both vectors, so the linear charge is odd in $\mathbf q$ at fixed $\mathbf a$. Together these make the valley charges opposite. A static charge must satisfy both conditions and is zero. A moving strain escapes the first condition.

\section{The contribution of motion}

For a wave $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ the gauge vertex is $\tau\mathbf J\cdot\mathbf a$, with $\mathbf J=\hbar v(\tau\sigma_x,\sigma_y)$. Because $H$ is linear in $\mathbf k$, $\mathbf q\cdot\mathbf J=H(\mathbf k+\mathbf q/2)-H(\mathbf k-\mathbf q/2)$. Between a state $|s\rangle$ at $\mathbf k-\mathbf q/2$ and $|s'\rangle$ at $\mathbf k+\mathbf q/2$ this gives $(E'-E)\langle s'|s\rangle$, where $E$ and $E'$ are now the signed band energies. If $\boldsymbol\chi_J$ is the density response to $\mathbf J$,
\begin{align}
\hbar\omega\chi-\mathbf q\cdot\boldsymbol\chi_J
&=\sum_{ss'}\!\int\!\frac{d^2k}{(2\pi)^2}(f-f')|\langle s'|s\rangle|^2\,
\frac{\hbar\omega-(E'-E)}{E-E'+\hbar\omega}\nonumber\\
&=\int\!\frac{d^2k}{(2\pi)^2}\Big[\sum_sf_s(\mathbf k-\tfrac{\mathbf q}2)-\sum_{s'}f_{s'}(\mathbf k+\tfrac{\mathbf q}2)\Big]=0 .
\end{align}
The fraction is one, completeness removes the overlaps, and the two fillings differ only by a displacement. For $m=0$, reflection about $\mathbf q$ forbids a charge from the transverse part. With $a_L=\hat{\mathbf q}\cdot\mathbf a$,
\begin{equation}
\delta n_\tau=\tau\,\frac{\hbar\omega}{q}\,\chi_\tau a_L .
\label{moving}
\end{equation}
This is the charge that cancels between equally filled valleys.

To weigh it, fix $\mu=E_F$ at the value that gives $n=3\times10^{12}\,\mathrm{cm^{-2}}$ at $T=0$ (at 300 K the same $\mu$ gives about $5\%$ more), so $k_F=0.307\,\mathrm{nm^{-1}}$, $E_F=0.202$ eV and $\chi=-0.0742\,\mathrm{eV^{-1}nm^{-2}}$. Let a longitudinal wave of strain $10^{-4}$ run along zigzag with $q=k_F$. A bare deformation potential $D=20$ eV gives $U=2$ meV and, with both spins, $2\chi U=-3.0\times10^{10}\,\mathrm{cm^{-2}}$ in each valley. For $\beta=3$, $a_L=-1.06\times10^{-3}\,\mathrm{nm^{-1}}$; with $\hbar\omega=4.04$ meV, (\ref{moving}) gives $\pm2.1\times10^8\,\mathrm{cm^{-2}}$. Full integration at 300 K with a slowly growing drive gives real parts of $-2.95\times10^{10}$ in both valleys for the scalar, and $\pm2.03\times10^8$ for the gauge field.

\section{Self-consistent screening}

Let $X_\tau=2\chi_\tau$ include spin, and let $V_q=e^2/(2\epsilon_0\kappa q)$. In the random-phase approximation the total potential is $U_{\rm tot}=U+V_q\delta n$. For $m=0$,
\begin{align}
\delta n&=(X_K+X_{K'})U_{\rm tot}+\frac{\hbar\omega}q(X_K-X_{K'})a_L,\\
U_{\rm tot}&=\frac{U+V_q(\hbar\omega/q)(X_K-X_{K'})a_L}{\varepsilon},\qquad
\varepsilon=1-V_q(X_K+X_{K'}).
\end{align}
For equal valleys the strain gauge term drops out and $U$ is divided by $\varepsilon$. For slow strain at $T=0$ and $q\le2k_F$, $\varepsilon=1+4\alpha k_F/q$, where $\alpha=e^2/(4\pi\epsilon_0\kappa\hbar v)$. With $\kappa=4$ this gives $3.19$ at $k_F$ and $2.09$ at $2k_F$; at 300 K the second value rises to $2.14$.

Unequal filling restores a gauge-induced potential, but it carries the factor $\hbar\omega/q=\hbar s$, where $s$ is the sound speed. Relative to the bare coupling $\hbar va$ its scale is $s/v=0.02$. With $\mu=\sqrt2E_F$ in one valley and $\mu=0$ in the other, at $q=k_F$ and 300 K, it is $0.007$. Valley polarization therefore barely screens the gauge coupling.

\section{Weight in the scattering rate}

Treat phonons as classical and nearly elastic. Absorption and emission together give a mean squared strain factor $k_BT/\rho s^2$, with $\rho$ the sheet mass density. Fermi's golden rule weighted by $1-\cos\theta$ then has the prefactor $B=k_Fk_BT/(2\pi\hbar^2v\rho)$. The scalar vertex between spinors at angles $\phi$ and $\phi+\theta$ is $D\cos(\theta/2)/\varepsilon$, up to a phase. The gauge vertex has the same phase and size $g\cos(3\phi+3\theta/2)$ for longitudinal (LA) or $g\sin(3\phi+3\theta/2)$ for transverse (TA) phonons, up to sign, with $g=\hbar v\beta/2a_{cc}=6.95$ eV. On averaging over $\phi$, interference vanishes and the squares give $1/2$:
\begin{align}
\frac1{\tau_D}&=\frac{BD^2}{s_L^2}\int_0^{2\pi}\!d\theta\,\frac{\sin^2\theta}{2\varepsilon^2},\\
\frac1{\tau_g}&=\pi Bg^2\left(\frac1{s_L^2}+\frac1{s_T^2}\right).
\end{align}
Here $(1-\cos\theta)\cos^2(\theta/2)=\frac12\sin^2\theta$ was used. With $s_L=20$ km/s, $s_T=13$ km/s and $\rho=7.6\times10^{-7}\,\mathrm{kg/m^2}$:
\begin{center}
\begin{tabular}{lcc}
rate ($10^{11}\,\mathrm{s^{-1}}$) & unscreened & divided by $\varepsilon^2$\\
scalar & 9.7 & 1.4\\
gauge & 7.9 & 1.5
\end{tabular}
\end{center}
The unscreened contributions are comparable. Correct screening keeps $1.4$ and $7.9$, so for these values of $D$ and $g$ the gauge field dominates. Using the $\phi$-averaged rates as relaxation rates neglects the coupling of the current to other angular harmonics of the electron distribution. Solving the elastic Boltzmann equation with all harmonics gives $5.7\times10^4\,\mathrm{cm^2/Vs}$, about $8\%$ above the simpler estimate used here. With the averaged rates, and for degenerate electrons, the mobility is
\begin{equation}
\frac{ev^2}{E_F}\,\frac1{\tau_D^{-1}+\tau_g^{-1}}
=\frac{10^{12}}{0.202\times9.27\times10^{11}}\,\mathrm{\frac{m^2}{V\,s}}
=5.3\times10^4\,\mathrm{\frac{cm^2}{V\,s}} .
\end{equation}
Dividing the gauge vertex by $\varepsilon$ as well, with all else fixed, would give $1.7\times10^5$, about three times too high within this model.

\section{Corrections and real samples}

A static sum over the whole honeycomb lattice, without expansion about the valleys, tests the cone model at $q=k_F$. The traceless strain leaves a charge of $0.4\%$ of that from a scalar potential of energy $g$ times the strain. Trigonal warping of the energy at $k_F$ is $1.1\%$. With $\mu$ in the gap, $m=0.05$ eV and $q=0.1\,\mathrm{nm^{-1}}$, the lattice charge is $0.996$ of the sum of two equal cone charges, which confirms that they add.

For the same gap in the doped sheet at 300 K, thermal emptying of low states leaves $C=0.0007$ at $q=k_F$ in the cone model, against $1/4\pi=0.080$ for $\mu$ in the gap and $q\to0$. Lattice corrections reduce the part proportional to $b$ to about $0.0004$; for a traceless longitudinal wave along armchair they also add an out-of-phase part of about $0.0006$ in the same units. The resulting screened potential is at most $0.3\%$ of $\hbar va$ at $k_F$, but about $4\%$ at $2k_F$. Thermal smearing is moderate, $k_BT/E_F=0.13$: averaging over energy, with thermal screening, lowers the averaged-rate mobility by about $5\%$ at the fixed $\mu$ used here and changes it by less than $1\%$ at fixed density. The LA energy at $2k_F$ is $0.31k_BT$, for which treating the phonons as classical and the scattering as elastic changes the rate by less than $1\%$. The hopping change under dilation lowers the energy at $k_F$ by $0.30$ eV per unit strain, small beside $D$.

The parameters are rough values for graphene between boron nitride layers, and the coupling constants are the weak point. Taking $D$ from 10 to 30 eV moves the averaged-rate mobility from $6.0$ to $4.5\times10^4\,\mathrm{cm^2/Vs}$. Relative displacement of the sublattices, omitted here, changes $g$; halving $g$ would raise the same estimate to $1.5\times10^5$. Electron exchange beyond the random-phase approximation can also change $g$, and $\alpha=0.55$ is not small. Real samples add impurities, substrate and flexural phonons, and optical phonons. An optical mode at 0.16 eV has occupation $0.002$, which alone does not fix its scattering rate. The calculated mobility is thus an acoustic-phonon estimate, not a prediction for a given device. The numerical output lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Carrier density: 3e+12 cm^-2
Temperature: 300 K
Fermi velocity: 1e+06 m/s
Bond length: 0.142 nm
Environment dielectric constant: 4
Bare scalar deformation potential D: 20 eV
Bond-hopping exponent beta: 3
LA sound speed: 2e+04 m/s
TA sound speed: 1.3e+04 m/s
Sheet mass density: 7.6e-07 kg/m^2
hbar v: 0.6582 eV nm
Hopping t: 3.09 eV
kF: 0.307 1/nm
EF: 0.2021 eV
Gauge energy per unit strain: 6.953 eV
chi per spin and valley, T=0: -0.07423 1/(eV nm^2)
chi at 300 K over T=0, q=kF, mu=EF: 1.001
Static gauge/scalar charge, massless cone: 2e-17
Strain amplitude of wave (q=kF, zigzag): 0.0001
Gauge shift ax at K for this wave: -0.001056 1/nm
Wave energy hbar omega: 4.041 meV
Growth energy of the slow drive: 2.021 meV
Scalar charge, K (real part): -2.948e+10 cm^-2
Gauge charge, K (real part): 2.032e+08 cm^-2
Scalar charge, K' (real part): -2.948e+10 cm^-2
Gauge charge, K' (real part): -2.032e+08 cm^-2
Half-gap m in gapped tests: 0.05 eV
C per spin and valley, mu in gap, q=0.1/nm: 0.07038
1/(4 pi): 0.07958
C, doped, 300 K, q=kF: 0.0007275
C, doped, 300 K, q=2.6 kF: 0.01018
Lattice/two-cone gap charge, m=0.10 eV: 0.9926
Lattice/two-cone gap charge, m=0.05 eV: 0.9961
Lattice gauge/scalar charge, zigzag q: 0.00362
Lattice gauge/scalar charge, armchair q: 0.00359
Dielectric function at q=kF: 3.188
Dielectric function at q=2kF: 2.094
Scalar rate, unscreened: 9.655e+11 1/s
Scalar rate, screened: 1.411e+11 1/s
Gauge rate, unscreened (correct): 7.857e+11 1/s
Gauge rate, wrongly screened: 1.492e+11 1/s
Total rate from explicit spinors: 9.268e+11 1/s
Mobility, correct screening: 5.34e+04 cm^2/Vs
Mobility, gauge wrongly screened: 1.7e+05 cm^2/Vs
Neglected: kT/EF: 0.128
Neglected: LA phonon energy at 2kF over kT: 0.313
Sound/Fermi velocity: 0.02
One-valley filling: potential/(hbar v a): 0.00813
Doped gap, 300 K: potential/(hbar v a): 0.00314
Trigonal warping of energy at kF: 0.0109
Velocity-change energy per dilation: 0.303 eV
Optical phonon energy, rough: 0.16 eV
Optical phonon occupation: 0.00206
\end{verbatim}
